# How interface specularity controls in-plane heat conduction in superlattices: verification in Python

```python
"""In-plane heat conduction of a two-material superlattice, particle picture.

Result under test: at fixed frequency and in-plane wavevector the phonon
deviation g obeys a relaxation-time Boltzmann equation in each layer, and
interfaces of specularity p couple the layers. The closed solution gives k(p),
a power series in p with non-negative coefficients, bounded by the parallel
bulk average, while the heat flux normal to the layers is zero.

Symbols: s speed, mfp mean free path, d thickness, mu = |cos(angle to normal)|,
S bulk deviation, w = d/(mfp*mu), t specular transmission probability,
a / b deviation leaving / reaching an interface, K = sum of S*w*(mean g).
Layer 1 is the faster medium. Intensities are added, never amplitudes.
"""
import numpy as np
from scipy.constants import k as k_B

speed = np.array([6000.0, 4000.0])        # m/s
mfp = np.array([100.0, 50.0])             # nm
density = np.array([2500.0, 5000.0])      # kg/m^3
thick = np.array([10.0, 10.0])            # nm
omega_max = 4.0e13                        # rad/s, common cutoff
impedance = density * speed
heat_cap = k_B * omega_max**3 / (2 * np.pi**2 * speed**3)
k_bulk = heat_cap * speed * mfp * 1e-9 / 3
S_ratio = mfp[1] * speed[1] / (mfp[0] * speed[0])
c = speed[1] / speed[0]


def transmission(y1, y2):
    return 4 * y1 * y2 / (y1 + y2)**2


def closed_form(S1, S2, w1, w2, t, p):
    """Return a1, a2, mean g1, mean g2 from the solved pair of equations."""
    r = 1 - t
    E1, E2 = np.exp(-w1), np.exp(-w2)
    h1 = (1 - p) * S1 + p * t * (S1 - S2)
    h2 = (1 - p) * S2 + p * t * (S2 - S1)
    det = (1 - p*r*E1) * (1 - p*r*E2) - (p*t)**2 * E1 * E2
    D1 = ((1 - p*r*E2) * h1 + p*t*E2 * h2) / det
    D2 = ((1 - p*r*E1) * h2 + p*t*E1 * h1) / det
    return (S1 - D1, S2 - D2, S1 + D1 * np.expm1(-w1) / w1,
            S2 + D2 * np.expm1(-w2) / w2)


x_gl, w_gl = np.polynomial.legendre.leggauss(500)
x_gl, w_gl = (x_gl + 1) / 2, w_gl / 2
mu1 = x_gl**3
dmu1 = 3 * x_gl**2 * w_gl
mu2 = np.sqrt(1 - c**2 * (1 - mu1**2))
dmu2 = c**2 * mu1 / mu2 * dmu1
mu_crit = np.sqrt(1 - c**2)
mu_tr, dmu_tr = mu_crit * mu1, mu_crit * dmu1   # totally reflected, layer 2
t_nodes = transmission(impedance[0] * mu1, impedance[1] * mu2)


def layer_k(d, p, thin_limit=False):
    """Conductivity of each layer in W/(m K)."""
    w1, w2 = d[0] / (mfp[0] * mu1), d[1] / (mfp[1] * mu2)
    if thin_limit:                         # p = 1 and vanishing thickness
        g1 = g2 = (w1 + S_ratio * w2) / (w1 + w2)
        g_tr = S_ratio * np.ones_like(mu_tr)
    else:
        g1, g2 = closed_form(1.0, S_ratio, w1, w2, t_nodes, p)[2:]
        g_tr = closed_form(1.0, S_ratio, 1.0, d[1] / (mfp[1] * mu_tr),
                           0.0, p)[3]
    f1 = 1.5 * np.sum(dmu1 * (1 - mu1**2) * g1)
    f2 = 1.5 * (np.sum(dmu2 * (1 - mu2**2) * g2)
                + np.sum(dmu_tr * (1 - mu_tr**2) * g_tr)) / S_ratio
    return k_bulk * np.array([f1, f2])


def total_k(d, p, thin_limit=False):
    return np.dot(d, layer_k(d, p, thin_limit)) / np.sum(d)


def four_stream(S, w, t, p, n=150):
    """Discretized Boltzmann equation in one full period, four streams."""
    m = n + 1
    A = np.zeros((4 * m, 4 * m))
    rhs = np.zeros(4 * m)
    row = 0
    for i in range(2):
        h = w[i] / n
        for down in range(2):
            base = (2 * i + down) * m
            for j in range(n):
                new, old = (j, j + 1) if down else (j + 1, j)
                A[row, base + new] = 1 + h / 2
                A[row, base + old] = -1 + h / 2
                rhs[row] = h * S[i]
                row += 1
    up1, dn1, up2, dn2 = 0, m, 2 * m, 3 * m
    for out, refl, trans in ((up1, dn1, up2 + n), (dn1 + n, up1 + n, dn2),
                             (up2, dn2, up1 + n), (dn2 + n, up2 + n, dn1)):
        A[row, out] += 1
        A[row, refl] -= p * (1 - t)
        A[row, trans] -= p * t
        row += 1
    g = np.linalg.solve(A, rhs).reshape(4, m)
    mean = (g.sum(axis=1) - (g[:, 0] + g[:, -1]) / 2) / n
    return (g[0, 0], g[2, 0], (mean[0] + mean[1]) / 2,
            (mean[2] + mean[3]) / 2)


# Wave matching at the interface: displacement and traction continuous.
for y1, y2 in ((1.0, 0.3), (0.2, 1.7)):
    for ya, yb in ((y1, y2), (y2, y1)):
        R, T = np.linalg.solve([[1, -1], [ya, yb]], [-1, ya])
        assert abs(yb / ya * T**2 - transmission(y1, y2)) < 1e-12
        assert abs(R**2 + transmission(y1, y2) - 1) < 1e-12

# Random channels: closed solution, growth, convexity and upper bound.
rng = np.random.default_rng(12345)
max_dev = 0.0
for trial in range(8):
    S = rng.uniform(0.2, 2.0, 2)
    w = rng.uniform(0.05, 3.0, 2)
    t = rng.uniform(0.05, 0.95)
    K_values = []
    for p in (0.0, 0.25, 0.5, 0.75, 1.0):
        numeric = np.array(four_stream(S, w, t, p))
        formula = np.array(closed_form(S[0], S[1], w[0], w[1], t, p))
        max_dev = max(max_dev, np.max(np.abs(numeric - formula)))
        K_values.append(np.sum(S * w * numeric[2:]))
    for order in (1, 2, 3):
        assert np.all(np.diff(K_values, order) > 0)
    assert K_values[-1] < np.sum(S**2 * w)
assert max_dev < 1e-4      # second-order discretization error

# One channel of the worked example and its expansion in specular encounters.
m1 = 0.5
m2 = np.sqrt(1 - c**2 * (1 - m1**2))
t_ch = transmission(impedance[0] * m1, impedance[1] * m2)
S_ch = np.array([1.0, S_ratio])
w_ch = thick / (mfp * np.array([m1, m2]))
E_ch = np.exp(-w_ch)
u = S_ch * (1 - E_ch)
M = np.array([[1 - t_ch, t_ch], [t_ch, 1 - t_ch]])
K_zero = np.sum(S_ch**2 * (w_ch - 1 + E_ch))
coef, vec = [], M @ u
for n in range(400):
    coef.append(u @ vec)
    vec = M @ (E_ch * vec)
coef = np.array(coef)
K_ch = {}
for p in (0.0, 0.5, 1.0):
    K_ch[p] = np.sum(S_ch * w_ch * np.array(four_stream(S_ch, w_ch, t_ch, p)[2:]))
    series = K_zero + np.sum(coef * p**np.arange(1, 401))
    assert abs(series - K_ch[p]) < 1e-5


def monte_carlo(start, p, number=300000):
    """Mean of v_x times x-displacement before intrinsic scattering."""
    layer = np.full(number, start)
    mu = rng.random(number)
    cosphi = np.cos(2 * np.pi * rng.random(number))
    ux0, mu0 = np.sqrt(1 - mu**2) * cosphi, mu.copy()
    X = np.zeros(number)
    index = np.arange(number)
    dist = thick[start] * rng.random(number) / np.maximum(mu, 1e-14)
    while index.size:
        free = rng.exponential(size=index.size) * mfp[layer]
        X[index] += np.sqrt(1 - mu**2) * cosphi * np.minimum(free, dist)
        alive = free > dist
        index, layer = index[alive], layer[alive]
        mu, cosphi = mu[alive], cosphi[alive]
        other = 1 - layer
        sin_o = np.sqrt(1 - mu**2) * speed[other] / speed[layer]
        mu_o = np.sqrt(np.maximum(0.0, 1 - sin_o**2))
        prob = transmission(impedance[layer] * np.maximum(mu, 1e-14),
                            impedance[other] * mu_o)
        cross = rng.random(index.size) < prob
        specular = rng.random(index.size) < p
        # Diffuse emission: equal occupation of all outgoing channels.
        share = speed[0]**-2 / np.sum(speed**-2)
        diff_layer = (rng.random(index.size) > share).astype(int)
        diff_mu = np.sqrt(rng.random(index.size))
        diff_cos = np.cos(2 * np.pi * rng.random(index.size))
        layer = np.where(specular, np.where(cross, other, layer), diff_layer)
        mu = np.where(specular, np.where(cross, mu_o, mu), diff_mu)
        cosphi = np.where(specular, cosphi, diff_cos)
        dist = thick[layer] / np.maximum(mu, 1e-14)
    scale = heat_cap[start] * speed[start] * 1e-9
    along, normal = scale * ux0 * X, scale * mu0 * X
    root = np.sqrt(number)
    return (along.mean(), along.std() / root,
            normal.mean(), normal.std() / root)


mc_rows = []
for p in (0.0, 0.5, 1.0):
    runs = [monte_carlo(i, p) for i in range(2)]
    expected = layer_k(thick, p)
    for i in range(2):
        assert abs(runs[i][0] - expected[i]) < 4.5 * runs[i][1]
        assert runs[i][1] < 0.02 * expected[i]
        assert abs(runs[i][2]) < 4.5 * runs[i][3]
    frac = thick / thick.sum()
    mc_rows.append((p, sum(frac[i] * runs[i][0] for i in range(2)),
                    np.sqrt(sum((frac[i] * runs[i][1])**2 for i in range(2))),
                    runs[0][2], runs[0][3]))
assert mc_rows[0][1] < mc_rows[1][1] < (mc_rows[0][1] + mc_rows[2][1]) / 2

# Limits of vanishing thickness do not commute with p -> 1.
k_parallel = np.dot(thick, k_bulk) / thick.sum()
k_thin = total_k(thick, 1.0, thin_limit=True)
tiny = np.array([1e-4, 1e-4])
assert abs(total_k(tiny, 1.0) / k_thin - 1) < 3e-3
assert total_k(tiny, 0.5) < 1e-3 * k_parallel
assert k_thin < total_k(thick, 1.0) < k_parallel

print("speeds (m/s):", speed, " mean free paths (nm):", mfp)
print("densities (kg/m^3):", density, " thicknesses (nm):", thick)
print(f"cutoff frequency (rad/s): {omega_max:.2e}")
print("heat capacities (J/m^3/K):", " ".join(f"{v:.4e}" for v in heat_cap))
print("bulk conductivities (W/m/K):", " ".join(f"{v:.3f}" for v in k_bulk))
print(f"parallel bulk average (W/m/K): {k_parallel:.3f}")
print(f"S2/S1 (dimensionless): {S_ratio:.4f}")
print(f"critical angle in layer 2 (deg): {np.degrees(np.arcsin(c)):.2f}")
print(f"channel: mu1 {m1:.3f}, mu2 {m2:.4f}, t {t_ch:.4f} (dimensionless)")
print(f"channel: w1 {w_ch[0]:.4f}, w2 {w_ch[1]:.4f} (dimensionless)")
print(f"channel: E1 {E_ch[0]:.4f}, E2 {E_ch[1]:.4f} (dimensionless)")
print("channel deviations in units of S1:")
for p in (0.0, 0.5, 1.0):
    a1, a2, g1, g2 = closed_form(1.0, S_ratio, *w_ch, t_ch, p)
    b1, b2 = u[0] + E_ch[0] * a1, u[1] + E_ch[1] * a2
    print(f" p {p:.1f}: a1 {a1:.4f} b1 {b1:.4f} a2 {a2:.4f} b2 {b2:.4f}"
          f" mean1 {g1:.4f} mean2 {g2:.4f}")
print(f"channel K0 (units S1^2): {K_zero:.5f}")
print("first 4 series coefficients (S1^2):",
      " ".join(f"{v:.5f}" for v in coef[:4]))
print("channel K at p = 0, 0.5, 1 (S1^2):",
      " ".join(f"{K_ch[p]:.5f}" for p in (0.0, 0.5, 1.0)))
print(f"channel bulk bound (S1^2): {np.sum(S_ch**2 * w_ch):.5f}")
print("p, k layer 1, k layer 2, k total (W/m/K), total/bulk average:")
for p in (0.0, 0.25, 0.5, 0.75, 0.9, 0.99, 1.0):
    k1, k2 = layer_k(thick, p)
    kt = total_k(thick, p)
    print(f" {p:.2f}  {k1:.3f}  {k2:.3f}  {kt:.3f}  {kt / k_parallel:.4f}")
print("Monte Carlo p, k total, std error; normal flux coeff., std error (W/m/K):")
for values in mc_rows:
    print(" {:.1f}  {:.3f}  {:.3f};  {:.3f}  {:.3f}".format(*values))
print("each layer d (nm), k (W/m/K) at p = 0, 0.5, 0.9, 1:")
for d in (1.0, 10.0, 100.0, 1000.0):
    print(f" {d:.0f}  " + "  ".join(
        f"{total_k(np.array([d, d]), p):.3f}" for p in (0.0, 0.5, 0.9, 1.0)))
print(f"thin-layer limit at p = 1 (W/m/K): {k_thin:.3f}")
print(f"thin limit / bulk average: {k_thin / k_parallel:.4f}")
print(f"largest closed-form deviation from four streams: {max_dev:.1e}")
print("OK")
```

Running it gives:

```
speeds (m/s): [6000. 4000.]  mean free paths (nm): [100.  50.]
densities (kg/m^3): [2500. 5000.]  thicknesses (nm): [10. 10.]
cutoff frequency (rad/s): 4.00e+13
heat capacities (J/m^3/K): 2.0724e+05 6.9944e+05
bulk conductivities (W/m/K): 41.449 46.630
parallel bulk average (W/m/K): 44.039
S2/S1 (dimensionless): 0.3333
critical angle in layer 2 (deg): 41.81
channel: mu1 0.500, mu2 0.8165, t 0.8627 (dimensionless)
channel: w1 0.2000, w2 0.2449 (dimensionless)
channel: E1 0.8187, E2 0.7827 (dimensionless)
channel deviations in units of S1:
 p 0.0: a1 0.0000 b1 0.1813 a2 0.0000 b2 0.0724 mean1 0.0937 mean2 0.0377
 p 0.5: a1 0.0897 b1 0.2547 a2 0.1214 b2 0.1674 mean1 0.1750 mean2 0.1453
 p 1.0: a1 0.6036 b1 0.6755 a2 0.6640 b2 0.5922 mean1 0.6408 mean2 0.6267
channel K0 (units S1^2): 0.02181
first 4 series coefficients (S1^2): 0.02788 0.02790 0.01910 0.01717
channel K at p = 0, 0.5, 1 (S1^2): 0.02181 0.04686 0.17932
channel bulk bound (S1^2): 0.22722
p, k layer 1, k layer 2, k total (W/m/K), total/bulk average:
 0.00  8.668  15.062  11.865  0.2694
 0.25  10.394  19.266  14.830  0.3367
 0.50  13.091  24.961  19.026  0.4320
 0.75  17.949  33.592  25.771  0.5852
 0.90  23.549  41.842  32.696  0.7424
 0.99  29.516  49.280  39.398  0.8946
 1.00  30.415  50.307  40.361  0.9165
Monte Carlo p, k total, std error; normal flux coeff., std error (W/m/K):
 0.0  11.815  0.048;  0.030  0.031
 0.5  19.031  0.060;  0.017  0.037
 1.0  40.407  0.086;  0.018  0.052
each layer d (nm), k (W/m/K) at p = 0, 0.5, 0.9, 1:
 1  2.303  4.774  14.502  40.137
 10  11.865  19.026  32.696  40.361
 100  33.270  37.361  40.891  41.814
 1000  42.825  43.290  43.661  43.754
thin-layer limit at p = 1 (W/m/K): 40.103
thin limit / bulk average: 0.9106
largest closed-form deviation from four streams: 3.3e-06
OK
```
